\section*{Why total thickness divided by cycle number is not growth per cycle}

\section{One wafer, one thickness, one division}

A piece of iron has stood in air and carries a thin native oxide. It goes into a reactor for atomic layer deposition, receives 100 cycles of an oxide process, and comes out with 11.5~nm of oxide above the metal. How much did each cycle add?

The obvious answer is $11.5/100=0.115$~nm per cycle. The belief behind it is that growth per cycle is what the name seems to say: thickness, per cycle. The belief has a sound core. If the surface was bare at the start and every cycle added the same amount, the division gives the right answer. It also needs just one sample and one measurement, and it averages over many cycles, so that a small error of the thickness gauge is divided by 100. The result even repeats well from run to run.

Yet in this example each cycle added 0.100~nm. The missing 1.5~nm was there before the first cycle. The quotient is too high by 15\% of the true value, and repeating the run does not reveal it.

\section{What the quotient contains}

Let $D(N)$ be the total oxide thickness above the metal after $N$ cycles. The growth in cycle $n$ is the increment
\begin{equation}
g_n=D(n)-D(n-1).
\end{equation}
When the increments have settled to a constant value $g$, that value is the steady growth per cycle, abbreviated GPC. It is a property of the process on its own film, and it is the number needed to predict what further cycles will add.

Add the increments from $n=1$ to $n=N$. Each intermediate thickness appears once with a plus sign and once with a minus sign, so that
\begin{equation}
\sum_{n=1}^{N}g_n=D(N)-D(0).
\end{equation}
The starting thickness $D(0)$ does not drop out. Call it $d_0$. Three assumptions now define the simplest model: every cycle, including the first, adds $g$; the old oxide neither grows nor shrinks; and the gauge counts old oxide and new film together at their true thicknesses. The sum is then $gN$, and
\begin{equation}
D(N)=d_0+gN. \label{line}
\end{equation}
Division by $N$ gives
\begin{equation}
\frac{D(N)}{N}=g+\frac{d_0}{N}=g\left(1+\frac{d_0}{gN}\right). \label{quot}
\end{equation}
The error relative to the true GPC is $d_0/(gN)$, the old oxide thickness divided by the thickness of the new film. For $d_0=1.5$~nm, $g=0.10$~nm/cycle and $N=100$,
\begin{equation}
\frac{D}{N}=\frac{1.5+10.0}{100}=0.115\ \text{nm/cycle},\qquad
\frac{d_0}{gN}=\frac{1.5}{10.0}=15\%.
\end{equation}
Relative to the quotient itself, the same excess is $0.015/0.115=13.0\%$. Both percentages are correct; they have different denominators.

The second one is what a process engineer would meet. Suppose 20~nm of new film is wanted and the cycle number is set from the false GPC: $20/0.115\approx174$ cycles. These deposit $174\times0.10=17.4$~nm, which is 13\% short of the target.

\section{More cycles help slowly, and comparisons suffer}

The error in Eq.~\eqref{quot} falls as $1/N$. To bring it down to a fraction $e$ of the true GPC requires
\begin{equation}
\frac{d_0}{gN}\le e\quad\Longrightarrow\quad N\ge\frac{d_0}{eg}.
\end{equation}
For $e=0.01$ this is $1.5/(0.01\times0.10)=1500$ cycles, or 150~nm of film. In the opposite limit of few cycles the quotient describes mostly the old oxide.

Four samples made under the same conditions show what this does to a comparison:
\begin{center}
\begin{tabular}{cccc}
$N$ & $D$ (nm) & $D/N$ (nm/cycle) & excess\\
50 & 6.5 & 0.1300 & 30.0\%\\
100 & 11.5 & 0.1150 & 15.0\%\\
150 & 16.5 & 0.1100 & 10.0\%\\
200 & 21.5 & 0.1075 & 7.5\%
\end{tabular}
\end{center}
Read as growth rates, the third column describes a process that slows down as the film thickens. Nothing slows down: the second column rises by 5.0~nm in every step of 50 cycles. The trend belongs to the division.

A map of GPC against temperature or precursor dose, made at fixed $N$ on equal substrates, suffers in another way. If the old oxide stays unchanged at every setting, every point is raised by the same $d_0/N$, here 0.015~nm/cycle. Differences between points survive, but ratios do not. A condition that halves the true GPC from 0.10 to 0.05~nm/cycle lowers the quotient from 0.115 to 0.065, a factor of 0.57 instead of 0.50. A condition that deposits nothing still appears to grow 0.015~nm per cycle. This last case refutes the belief most directly, since the quotient reports growth where there is none.

\section{The slope removes the offset}

Take Eq.~\eqref{line} at two cycle numbers and subtract:
\begin{equation}
D(N_2)-D(N_1)=(d_0+gN_2)-(d_0+gN_1)=g(N_2-N_1).
\end{equation}
The unknown $d_0$ cancels, and
\begin{equation}
g=\frac{D(N_2)-D(N_1)}{N_2-N_1}=\frac{21.5-6.5}{200-50}=0.100\ \text{nm/cycle}.
\end{equation}
The same cancellation removes any constant zero error of the gauge. It does not remove a scale error: if every reading is multiplied by $1+a$, so is the slope.

With more than two samples one fits a straight line whose intercept is free. The four thicknesses above give a slope of 0.1000~nm/cycle and an intercept of 1.500~nm.

The intercept must really be free. It may seem natural to force the line through the origin, because zero cycles should give zero film. But $D$ is not the film thickness alone. Minimizing $\sum_i(D_i-mN_i)^2$ with respect to $m$ gives
\begin{equation}
-2\sum_iN_i(D_i-mN_i)=0\quad\Longrightarrow\quad m=\frac{\sum_iN_iD_i}{\sum_iN_i^2}.
\end{equation}
Insert $D_i=d_0+gN_i$:
\begin{equation}
m=g+d_0\frac{\sum_iN_i}{\sum_iN_i^2}=0.10+1.5\times\frac{500}{75\,000}=0.110\ \text{nm/cycle}.
\end{equation}
Four samples and a least-squares fit have left a 10\% error. The residuals $D_i-mN_i$ are $1.0$, $0.5$, $0$ and $-0.5$~nm. Their steady fall shows that the constrained line has the wrong slope.

\section{What the slope costs}

A slope from two readings carries the random errors of both, and divides them by $N_2-N_1$ instead of $N_2$. It is therefore noisier than the quotient taken at the larger cycle number $N_2$. Let each thickness carry independent noise of standard deviation $s$. With $\bar N$ the mean cycle number, the least-squares slope is
\begin{equation}
\hat g=\frac{\sum_i(N_i-\bar N)D_i}{\sum_i(N_i-\bar N)^2}.
\end{equation}
This is a weighted sum of the $D_i$. Variances of independent terms add with squared weights, so
\begin{equation}
\sigma_{\hat g}^2=s^2\frac{\sum_i(N_i-\bar N)^2}{\left[\sum_i(N_i-\bar N)^2\right]^2}
\quad\Longrightarrow\quad
\sigma_{\hat g}=\frac{s}{\sqrt{\sum_i(N_i-\bar N)^2}}.
\end{equation}
Here $\bar N=125$, the deviations are $\pm25$ and $\pm75$, and their squares add up to 12\,500. For $s=0.10$~nm, $\sigma_{\hat g}=0.10/111.8=0.00089$~nm/cycle, or 0.9\% of the GPC. A test with 40\,000 simulated series of these four samples, each with Gaussian noise of 0.10~nm, gave a scatter of 0.000890~nm/cycle against 0.000894 from the formula. This counts gauge noise only. If the native oxides of the four pieces also differ at random, with a standard deviation of 0.10~nm, the two variances add and the uncertainty grows by $\sqrt2$, to 1.3\% of the GPC.

With gauge noise alone, the quotient at $N=100$ has a random error of $0.10/100=0.001$~nm/cycle, about as small. Its systematic error is 0.015~nm/cycle, fifteen times larger. That is why good repeatability is no defence of the quotient: it measures the scatter and is blind to the offset.

\section{Why subtracting the old oxide may not suffice}

A natural reply is to measure $d_0$ first and use $(D-d_0)/N$. Under the three assumptions this works. It fails when the first cycles differ from the later ones. Write $g_n=g+(g_n-g)$ in the sum of increments:
\begin{equation}
D(N)=d_0+gN+T(N),\qquad T(N)=\sum_{n=1}^{N}(g_n-g).
\end{equation}
If growth settles fast enough for this sum to converge, for example when $g_n$ approaches $g$ geometrically, $T$ tends to a constant. That constant is negative if the increments stay below $g$ until they settle, and positive if they stay above it. A slow start alone does not fix the sign: when separate islands grow and merge, the rough surface can make later increments exceed $g$ and recover part or all of the early loss.

A simple model of a reluctant start makes this concrete. At first the whole surface is blocked. After each cycle a fraction $p$ of the still blocked area opens, and open area grows at the full rate $g$. The blocked fraction during cycle $n$ is then $(1-p)^{n-1}$, and $g_n=g[1-(1-p)^{n-1}]$. The geometric sum gives
\begin{equation}
T(N)=-g\sum_{n=1}^{N}(1-p)^{n-1}=-\frac{g}{p}\left[1-(1-p)^N\right]\longrightarrow-\frac{g}{p}.
\end{equation}
The late line has slope $g$ and intercept $d_0-g/p$. The intercept is therefore not the native oxide thickness unless the start-up loss is negligible.

For $p=0.20$ the loss is $0.10/0.20=0.50$~nm. At $N=100$ the total is $1.5+10.0-0.5=11.0$~nm. The plain quotient is 0.110~nm/cycle, 10\% too high; the quotient after subtraction of $d_0$ is $9.5/100=0.095$~nm/cycle, 5\% too low. The line through the four samples again has slope 0.1000~nm/cycle, now with intercept 1.000~nm.

The two errors can also hide each other. If $g/p=d_0$, which here means $p=0.0667$, the late intercept vanishes and the plain quotient at $N=100$ is 0.10002~nm/cycle. The answer is right because two unrelated thicknesses happen to be equal. With a still slower start the late intercept is negative, and at large $N$ the plain quotient falls below the true GPC. Agreement of one quotient with an expected value thus does not validate the method.

The slope has its own condition: the samples must lie beyond the start-up range. Three or more cycle numbers are needed to see whether the points follow a line at all.

\section{When the gauge misreads the old oxide}

So far both layers were counted at their true thicknesses. An ellipsometer does this only if its evaluation describes both layers correctly. It measures $\rho=r_p/r_s$, the ratio of the reflection amplitudes for light polarized parallel and perpendicular to the plane of incidence, and a thickness follows from a model. Suppose the model contains a single layer with the optical constants of the new film. What does it make of the native oxide?

Take nonmagnetic layers, air above, time factor $e^{-i\omega t}$, $z$ pointing into the sample, $k=2\pi/\lambda$, angle of incidence $\varphi$, $c=\cos\varphi$ and $S=\sin^2\varphi$. The in-plane wave number $k\sin\varphi$ is the same in all layers, and Maxwell's equations reduce to
\begin{equation}
E''=-k^2(\varepsilon-S)E,\qquad \left(\frac{H'}{\varepsilon}\right)'=-k^2\left(1-\frac{S}{\varepsilon}\right)H
\end{equation}
for the transverse fields of $s$ and $p$ light. The ratios $u=E'/(ikE)$ and $v=H'/(ik\varepsilon H)$ are continuous at interfaces. Differentiating them and inserting the field equations gives
\begin{equation}
u'=ik(\varepsilon-S-u^2),\qquad v'=ik\left(1-\frac{S}{\varepsilon}-\varepsilon v^2\right).
\end{equation}
In a substrate of permittivity $\varepsilon_s$ there is one inward wave, with $u_s^2=\varepsilon_s-S$ and $v_s^2=(\varepsilon_s-S)/\varepsilon_s^2$. In air, an incident wave plus a reflected one gives $r_s=(c-u)/(c+u)$ and $r_p=(c-v)/(c+v)$ at the surface.

A layer of small thickness $d$ changes the surface values by $\delta u=-u'd$ and $\delta v=-v'd$, because one steps from the substrate towards the air. Since $\delta\ln r_s=-2c\,\delta u/(c^2-u_s^2)$ and $c^2-u_s^2=1-\varepsilon_s$,
\begin{equation}
\delta\ln r_s=2ikcd\,\frac{\varepsilon_s-\varepsilon}{\varepsilon_s-1}.
\end{equation}
For $p$ light the two expressions needed factorize as
\begin{align}
1-\frac{S}{\varepsilon}-\varepsilon v_s^2&=\frac{\varepsilon_s-\varepsilon}{\varepsilon_s^2}\left(\varepsilon_s-S-\frac{S\varepsilon_s}{\varepsilon}\right),\\
c^2-v_s^2&=\frac{\varepsilon_s-1}{\varepsilon_s^2}\left(\varepsilon_s-S-S\varepsilon_s\right).
\end{align}
Hence $\delta\ln r_p$ equals $\delta\ln r_s$ times the ratio of the two brackets. That ratio minus one has the numerator $S\varepsilon_s(1-1/\varepsilon)$, so
\begin{equation}
\delta\ln\rho=\frac{2ikcS\,\varepsilon_s}{(\varepsilon_s-1)(\varepsilon_sc^2-S)}\,w\,d,\qquad
w=\frac{(\varepsilon-1)(\varepsilon_s-\varepsilon)}{\varepsilon}.
\end{equation}
The prefactor does not depend on the layer. To first order in thickness, the old oxide of weight $w_o$ is fitted by the film thickness $d$ that minimizes $|w_fd-w_od_0|^2$. Setting the derivative to zero, $2d|w_f|^2-2d_0\,\mathrm{Re}(w_ow_f^*)=0$, yields
\begin{equation}
d=d_0\,\frac{\mathrm{Re}(w_ow_f^*)}{|w_f|^2}.
\end{equation}

With $\varepsilon$ the square of the complex index, take indices 1.65 for the film, $2.4+0.3i$ for the native oxide and $2.9+3.1i$ for iron, at 633~nm and $70^\circ$. The factor is 1.251. A test by full Fresnel reflection of a 0.02~nm oxide, inverted with the one-layer model, gives the same 1.251. The full calculation reads the bare 1.5~nm oxide as 1.88~nm of film. These values belong to a fit that minimizes the squared distance in $\rho$. A fit with equal weights to the two angles $\psi$ and $\Delta$, defined by $\rho=\tan\psi\,e^{i\Delta}$, reads 2.00~nm instead, because no single film thickness reproduces both angles exactly.

Under 100 cycles of film the one-layer reading is 11.89~nm, and the quotient becomes 0.119~nm/cycle, an error of 18.9\% instead of 15\%. The readings at 50, 100, 150 and 200 cycles exceed the new film thickness by 1.887, 1.893, 1.899 and 1.905~nm. This offset is wrong as an oxide thickness but almost constant, and the fitted slope is 0.1001~nm/cycle, 0.12\% too high. The slope needs no correct value of the offset, just a steady one. How steady it is depends on the fit: with equal weights to $\psi$ and $\Delta$, the slope from the same four samples is 0.50\% too high. Thicker films need more care: with the same constants and the fit in $\rho$, the offset is 1.87~nm at 400 cycles but 1.35~nm at 600, and a slope taken between these two points is 2.6\% too low.

\section{The real case, and where the slope fails}

The numbers are rough typical values: a native oxide of one to a few nanometres on air-exposed iron, and a GPC near 0.1~nm for many oxide processes. The optical constants are rough model inputs too; those of a real native oxide depend on its composition. The assumption most open to doubt on iron is that the old oxide stays as it was, since a heated metal exposed to an oxidant can oxidize further.

The effect depends on when this happens. Assume 0.50~nm of extra oxide. If it forms early, as $0.50(1-e^{-N/10})$~nm, all but 0.003~nm is present at the first sample, at 50 cycles. It joins the intercept, and the slope is 0.10002~nm/cycle. If it forms evenly over the 200 cycles, it adds $0.50/200=0.0025$~nm to every cycle. The slope becomes 0.1025~nm/cycle, 2.5\% too high, and the points still lie on a perfect line. Straightness therefore does not prove that all the growth is deposited film; that needs a separate measurement of the lower oxide before and after the run. Roughness, intermixing and a film density that changes with thickness are left out here, and each could bend the line or change its slope.

For a GPC measurement on such a substrate, the remedy is a series at several cycle numbers beyond the start-up range, on equally prepared pieces, with all other settings fixed, and a line with a free intercept. The slope is the GPC as long as the lower oxide has stopped changing, the gauge has no scale error for the new film, and its offset does not change with film thickness. The intercept collects the old oxide as the gauge reads it, any oxide added below the film before the first sample, the start-up gain or loss and the zero error of the gauge. It cannot by itself tell them apart. The numerical output below lists the values for the main cases.

\section*{Table of computed values}
\begin{verbatim}
Old oxide d0: 1.50 nm; true GPC g: 0.100 nm/cycle
N = 50: total 6.50 nm, quotient 0.1300 nm/cycle, excess 30.0 %
N = 100: total 11.50 nm, quotient 0.1150 nm/cycle, excess 15.0 %
N = 150: total 16.50 nm, quotient 0.1100 nm/cycle, excess 10.0 %
N = 200: total 21.50 nm, quotient 0.1075 nm/cycle, excess 7.5 %
Excess at N = 100, relative to true GPC: 15.0 %
Same excess relative to the quotient: 13.0 %
Cycles for an excess of 1 %: 1500
Two-point slope, N = 50 and 200: 0.1000 nm/cycle
Free line: slope 0.1000 nm/cycle, intercept 1.500 nm
Line through origin: 0.1100 nm/cycle
Thickness noise (one sigma): 0.10 nm
Slope uncertainty, formula: 0.000894 nm/cycle
Slope uncertainty, random trials: 0.000890 nm/cycle
Delay model: p = 0.20, lost thickness g/p = 0.50 nm
Delay: total at N = 100: 11.000 nm
Delay: quotient at N = 100: 0.1100 nm/cycle
Delay: (total - d0)/N at N = 100: 0.0950 nm/cycle
Delay: line slope 0.10000 nm/cycle, intercept 1.000 nm
Cancelling delay: p = 0.0667, quotient at N = 100: 0.10002 nm/cycle
Oxide thickening assumed: 0.50 nm
Early thickening (scale 10 cycles): slope 0.10002 nm/cycle
Steady thickening over 200 cycles: slope 0.10250 nm/cycle
Ellipsometer: 633 nm, 70 degrees
Indices n+ik: film 1.65+0.00j, oxide 2.40+0.30j, iron 2.90+3.10j
Thin-layer weight of oxide against film: 1.2514
Same weight from Fresnel inversion at 0.02 nm: 1.2514
Bare old oxide read as film: 1.883 nm
One-layer optical reading at N = 50: 6.887 nm
One-layer optical reading at N = 100: 11.893 nm
One-layer optical reading at N = 150: 16.899 nm
One-layer optical reading at N = 200: 21.905 nm
Optical quotient at N = 100: 0.1189 nm/cycle, error 18.9 %
Optical slope: 0.10012 nm/cycle, error 0.12 %
Optical intercept: 1.881 nm
\end{verbatim}
